# Weighted Averages in Monte Carlo: Ratio Bias, Error Bar and Jackknife

**Q.** You draw configurations from one trial density, reweight them to another, and report a weighted average of the local energy. Each sum you form is an unbiased estimate. Why should their quotient need a separate theory?

**A.** Because the mean of a quotient is in general not the quotient of the means. Let $(w_i,E_i)$, $i=1,\dots,M$, be independent draws from one distribution, with weights $w_i>0$. Write $a_i=w_iE_i$, let angle brackets denote the average over the sampling distribution, and let a bar denote the mean over the $M$ draws. The target and the estimator are

$$R=\frac{\langle a\rangle}{\mu},\quad \mu=\langle w\rangle,\qquad \hat R=\frac{\sum_i a_i}{\sum_i w_i}=\frac{\bar a}{\bar w}.$$

Numerator and denominator come from the same draws and fluctuate together. I use the covariances of a single draw, $C_{xy}=\langle xy\rangle-\langle x\rangle\langle y\rangle$. I also assume that the weights are bounded, $w\le w_{\max}$, and that the moments of $E$ are finite.

**Q.** Give me a case in which I can check every number.

**A.** Take one electron in a harmonic trap, in Rydberg units, with lengths in bohr and energies in Ry: $H=-\nabla^2+r^2$. For $\psi_\beta=e^{-\beta r^2/2}$ we have $\nabla^2\psi_\beta=(\beta^2r^2-3\beta)\psi_\beta$, so the local energy is

$$E=\frac{H\psi_\beta}{\psi_\beta}=3\beta+(1-\beta^2)r^2 .$$

Sample from $\psi_\alpha^2$ with $\alpha=1$ and reweight to $\beta=2$. Then $w=\psi_\beta^2/\psi_\alpha^2=e^{-r^2}$ and $E=6-3r^2$.

The averages needed are Gaussian. The integral of $e^{-pr^2}$ over space is proportional to $p^{-3/2}$, and each derivative $-d/dp$ brings down a factor $r^2$. With $p=1+k$,

$$\langle w^k\rangle=p^{-3/2},\quad \langle w^kr^2\rangle=\tfrac{3}{2p}\,p^{-3/2},\quad \langle w^kr^4\rangle=\tfrac{15}{4p^2}\,p^{-3/2}.$$

Hence $\mu=2^{-3/2}=0.35355$ and $\langle a\rangle=\mu(6-\tfrac94)=1.32583$ Ry, so $R=3.75$ Ry. This is the variational energy of $\psi_2$, not the ground-state energy, which is 3 Ry. The covariances are

$$\begin{aligned}
C_{ww}&=3^{-3/2}-\mu^2=0.06745,\\
C_{aw}&=3^{-3/2}\left(6-\tfrac32\right)-\langle a\rangle\mu=0.39728\ \text{Ry},\\
C_{aa}&=3^{-3/2}\left(36-18+\tfrac{15}{4}\right)-\langle a\rangle^2=2.42798\ \text{Ry}^2 .
\end{aligned}$$

**Q.** Now the bias. I expect you to expand $1/\bar w$ in a Taylor series. But that series about $\mu$ converges only for $0<\bar w<2\mu$, and here $\bar w$ can exceed $2\mu=0.707$, since $w$ reaches 1.

**A.** A finite identity avoids the infinite series. Define the residual $d_i=w_i(E_i-R)$. Its mean is $\langle d\rangle=\langle a\rangle-R\mu=0$. With $\varepsilon=\bar w/\mu-1$,

$$\hat R-R=\frac{\bar a-R\bar w}{\bar w}=\frac{\bar d}{\mu}\,\frac{1}{1+\varepsilon}.$$

For any integer $K\ge1$, the finite geometric sum gives

$$\frac1{1+\varepsilon}=\sum_{k=0}^{K-1}(-\varepsilon)^k+\frac{(-\varepsilon)^K}{1+\varepsilon}.$$

Multiply by $\bar d/\mu$ and recognize $\hat R-R$ in the last term:

$$\hat R-R=\frac{\bar d}{\mu}\sum_{k=0}^{K-1}(-\varepsilon)^k+(-\varepsilon)^K(\hat R-R).\tag{1}$$

Nothing has been neglected.

**Q.** The last term still contains the quantity you want. Why is it small?

**A.** First bound the mean square of $\hat R-R$. Where $\bar w\ge\mu/2$, we have $|\hat R-R|\le2|\bar d|/\mu$. Since $\langle\bar d^{\,2}\rangle=\langle d^2\rangle/M$, this region contributes at most $4\langle d^2\rangle/(M\mu^2)$.

Where $\bar w<\mu/2$, positivity of the weights helps: $\hat R$ is a weighted average of the $E_i$, so $|\hat R-R|\le\max_i|E_i-R|$. Hoeffding's inequality for bounded variables gives this region a probability of at most $e^{-M\mu^2/(2w_{\max}^2)}$. The moments of the maximum grow no faster than $M$, because $\max_i|E_i-R|^n\le\sum_i|E_i-R|^n$. By the Cauchy–Schwarz inequality the region's contribution is exponentially small.

So $\langle(\hat R-R)^2\rangle=O(M^{-1})$, and the same argument with fourth powers gives $\langle(\hat R-R)^4\rangle=O(M^{-2})$. Since $\varepsilon$ is a mean of bounded, centred variables, $\langle\varepsilon^{2K}\rangle=O(M^{-K})$. Cauchy–Schwarz then bounds the mean of the last term in (1) by $O(M^{-K/2})\,O(M^{-1/2})$. I choose $K=7$, which leaves $O(M^{-4})$.

**Q.** Then work out the terms you keep.

**A.** Write $\delta=w-\mu$, so that $\varepsilon=\bar\delta/\mu$. Both $d$ and $\delta$ have zero mean, and different draws are independent. A product therefore averages to zero if any draw index occurs once only.

For $k=0$, $\langle\bar d\rangle=0$. For $k=1$, the $M$ terms with equal indices survive:

$$\langle\bar d\,\varepsilon\rangle=\frac{1}{M^2\mu}\,M\langle d\delta\rangle=\frac{C_{dw}}{M\mu}.$$

For $k=2$, all three indices must coincide:

$$\langle\bar d\,\varepsilon^2\rangle=\frac{M\langle d\delta^2\rangle}{M^3\mu^2}=\frac{T}{M^2\mu^2},\qquad T=\langle d\delta^2\rangle .$$

For $k=3$, the indices form two pairs or all coincide. The factor $d$ can pair with any of three factors $\delta$:

$$\langle\bar d\,\varepsilon^3\rangle=\frac{3M(M-1)C_{dw}C_{ww}+M\langle d\delta^3\rangle}{M^4\mu^3}=\frac{3C_{dw}C_{ww}}{M^2\mu^3}+O(M^{-3}).$$

For $k=4$ there are five factors in at most two groups, which gives $M^2/M^5=M^{-3}$. Terms with $k=5,6$ are no larger. Inserting the signs $(-1)^k$ from (1),

$$\langle\hat R\rangle-R=\frac{b_1}{M}+\frac{b_2}{M^2}+\frac{b_3}{M^3}+O(M^{-4}),\tag{2}$$

$$b_1=-\frac{C_{dw}}{\mu^2}=\frac{R\,C_{ww}-C_{aw}}{\mu^2},\qquad b_2=\frac{T}{\mu^3}-\frac{3C_{dw}C_{ww}}{\mu^4}.$$

The second form of $b_1$ follows from $d=a-Rw$, which gives $C_{dw}=C_{aw}-RC_{ww}$. The constant $b_3$ collects the $M^{-3}$ parts; its value will not be needed.

**Q.** What does the sign mean?

**A.** Because $\langle d\rangle=0$, we can write $C_{dw}=\langle w^2(E-R)\rangle$. It is positive when heavily weighted draws tend to have energies above $R$. A sample with many such draws has a high numerator residual, but also a large $\bar w$, which divides the excess down. A sample with few of them has a small $\bar w$, which magnifies the deficit. For $M$ large enough that $b_1/M$ dominates in (2), the estimate is then low on average; for very small $M$ the higher terms can reverse the sign.

In the trap, large weights occur at small $r$, where $E$ is high. The numbers are

$$C_{dw}=0.39728-3.75\times0.06745=0.1443\ \text{Ry},\qquad b_1=-\frac{0.1443}{0.125}=-1.155\ \text{Ry}.$$

For the next order, $T=\langle dw^2\rangle-2\mu\langle dw\rangle=0.03856$ Ry, and

$$b_2=\frac{0.03856}{0.04419}-\frac{3\times0.14434\times0.06745}{0.015625}=-0.997\ \text{Ry}.$$

Two limits behave as they should. Constant weights give $C_{dw}=0$ and no bias. A constant local energy gives $d=0$, and then $\hat R=R$ for every sample.

**Q.** Now the error bar. I would add the relative variances of numerator and denominator, as for any quotient.

**A.** That rule assumes that they are uncorrelated. Equation (1) with $K=1$ reads $\hat R-R=\bar d/\mu-\varepsilon(\hat R-R)$. Squaring and averaging gives

$$\langle(\hat R-R)^2\rangle=\frac{\langle d^2\rangle}{M\mu^2}-\frac2\mu\langle\varepsilon\bar d(\hat R-R)\rangle+\langle\varepsilon^2(\hat R-R)^2\rangle .$$

The last term is $O(M^{-2})$ by Cauchy–Schwarz and the fourth-moment bounds. In the middle term, insert the same identity once more:

$$\langle\varepsilon\bar d(\hat R-R)\rangle=\frac{\langle\varepsilon\bar d^{\,2}\rangle}{\mu}-\langle\varepsilon^2\bar d(\hat R-R)\rangle .$$

The first piece has three centred factors, whose indices must all coincide, so it is $O(M^{-2})$. The second is $O(M^{-2})$ by Cauchy–Schwarz. The squared bias is also $O(M^{-2})$. Therefore

$$\operatorname{Var}\hat R=\frac VM+O(M^{-2}),\qquad V=\frac{\langle w^2(E-R)^2\rangle}{\mu^2}.$$

This is the delta-method variance. Since $\langle d^2\rangle$ is the variance of $a-Rw$,

$$V=\frac{C_{aa}-2R\,C_{aw}+R^2C_{ww}}{\mu^2}.\tag{3}$$

**Q.** How much does the middle term matter?

**A.** In the trap,

$$V=\frac{2.4280-2.9796+0.9485}{0.125}=3.175\ \text{Ry}^2 .$$

Without the covariance the result is $27.01$ Ry², and the error bar is too large by a factor $2.92$. The term reduces $V$ when $RC_{aw}>0$, as here, and increases it when $RC_{aw}<0$.

There is also a reason of principle to keep it. Add a constant $c$ to every energy. Then $a\to a+cw$ and $R\to R+c$, so $d=a-Rw$ is unchanged, and so is $V$. Without the covariance term the "variance" would depend on the zero of energy.

**Q.** The bias falls as $1/M$ and the error bar as $1/\sqrt M$. Why not ignore the bias?

**A.** For one long sample that is often reasonable. It is unsafe if you compute a ratio in each of $K$ blocks of $M$ draws and average the ratios. The random error falls to $\sqrt{V/(MK)}$, but each block has the same bias, so the average keeps $b_1/M$. To leading order the two are equal when

$$\sqrt{\frac{V}{MK}}=\frac{|b_1|}{M}\quad\Longrightarrow\quad K=\frac{VM}{b_1^2}.$$

For $M=20$ this is $K\approx48$. The leading bias is $-0.058$ Ry ($-0.79$ eV), against a one-block error bar of $0.40$ Ry ($5.4$ eV). It is hidden in one block and visible in a few hundred.

If the full sums are available, pool them: divide the total of $a$ by the total of $w$. The leading bias is then $b_1/(MK)$.

**Q.** Suppose I want to correct the bias without knowing $b_1$. How does the jackknife do it?

**A.** It compares two sample sizes. Omit draw $i$ and form the ratio from the others:

$$R_{(i)}=\frac{A-a_i}{W-w_i},\qquad A=\sum_ja_j,\quad W=\sum_jw_j .$$

Let $\bar R_{(\cdot)}$ be the mean of these $M$ ratios, and define

$$R_J=M\hat R-(M-1)\bar R_{(\cdot)} .$$

Each $R_{(i)}$ is an ordinary ratio estimate from $M-1$ independent draws, so (2) applies with $M$ replaced by $M-1$. The coefficients of $R$ sum to $M-(M-1)=1$. The bias of $R_J$ is

$$\left[b_1+\frac{b_2}{M}+\frac{b_3}{M^2}\right]-\left[b_1+\frac{b_2}{M-1}+\frac{b_3}{(M-1)^2}\right]+O(M^{-3}).$$

The $b_1$ terms cancel. The $b_3$ terms differ by $O(M^{-3})$, and the $b_2$ terms leave

$$\langle R_J\rangle-R=-\frac{b_2}{M(M-1)}+O(M^{-3}).\tag{4}$$

This is why (2) had to be carried to $M^{-3}$: an uncontrolled remainder of that order, multiplied by $M$, would have been as large as the result. The jackknife removes the leading bias, not the whole bias.

**Q.** That is a statement about averages. What does it do to the one sample I have?

**A.** Use $A=\hat RW$:

$$R_{(i)}-\hat R=\frac{A-a_i-\hat RW+\hat Rw_i}{W-w_i}=-\frac{w_i(E_i-\hat R)}{W-w_i}.\tag{5}$$

Since $R_J=\hat R-(M-1)(\bar R_{(\cdot)}-\hat R)$,

$$R_J-\hat R=\frac{M-1}{M}\sum_i\frac{w_i(E_i-\hat R)}{W-w_i}.$$

Now split $\dfrac{w_i}{W-w_i}=\dfrac{w_i}{W}+\dfrac{w_i^2}{W(W-w_i)}$. The first part sums to zero, because $\sum_iw_i(E_i-\hat R)=0$. What remains is

$$R_J-\hat R=\frac{M-1}{M}\sum_i\frac{w_i^2(E_i-\hat R)}{W(W-w_i)}\approx\frac{C_{dw}}{M\mu^2}=-\frac{b_1}{M}$$

for large $M$. The jackknife estimates the leading bias from the sample and subtracts it.

**Q.** Such corrections can add noise. Do I pay for this one in variance?

**A.** Not at leading order. The correction has size $O(M^{-1})$, while $\hat R$ fluctuates by $O(M^{-1/2})$. Their covariance is at most $O(M^{-3/2})$, so the variance of $R_J$ is still $V/M$ to leading order.

The leave-one-out ratios also give an error bar:

$$v_J=\frac{M-1}{M}\sum_i\left(R_{(i)}-\bar R_{(\cdot)}\right)^2 .$$

By (5), the deviations are $-w_i(E_i-\hat R)/W$ to leading order, and these have zero mean. Thus

$$v_J\approx v_\Delta=\frac{\sum_iw_i^2(E_i-\hat R)^2}{W^2}\approx\frac{M\langle d^2\rangle}{M^2\mu^2}=\frac VM .$$

Both $v_J$ and $v_\Delta$ include the covariance automatically.

**Q.** Show me the arithmetic on a sample small enough to follow.

**A.** Take four points with $r^2=0.5,\,1,\,1.5,\,2$ bohr². The weights are $0.60653,\,0.36788,\,0.22313,\,0.13534$ and the energies are $4.5,\,3,\,1.5,\,0$ Ry. Then

$$\hat R=\frac{2.7294+1.1036+0.3347+0}{1.3329}=3.127\ \text{Ry}.$$

Omitting the first point gives $(4.1677-2.7294)/0.7264=1.980$ Ry. The other three ratios are $3.175$, $3.454$ and $3.480$ Ry. The mean of all four is $3.0224$ Ry, so

$$R_J=4\times3.1269-3\times3.0224=3.440\ \text{Ry}.$$

The correction is upward, as expected for negative $b_1$, but one sample cannot demonstrate the removal of a bias. The error bars are $\sqrt{v_J}=1.06$ Ry and $\sqrt{v_\Delta}=0.75$ Ry. Their disagreement shows that four draws are too few for the leading-order formulas.

**Q.** How can you check a small bias without drowning in sampling noise?

**A.** By an integral that does not expand in $1/M$. Since $1/W=\int_0^\infty e^{-tW}dt$ and the draws are independent,

$$\langle\hat R\rangle-R=\left\langle\frac{\sum_id_i}{W}\right\rangle=M\int_0^\infty\langle d\,e^{-tw}\rangle\,\langle e^{-tw}\rangle^{M-1}dt .$$

The factor $M$ counts the equivalent choices of $i$. For the second moment use $1/W^2=\int_0^\infty t\,e^{-tW}dt$ and split $\left(\sum_id_i\right)^2$ into $M$ terms with equal indices and $M(M-1)$ with unequal ones. With $\phi=\langle e^{-tw}\rangle$,

$$\langle(\hat R-R)^2\rangle=\int_0^\infty t\left[M\langle d^2e^{-tw}\rangle\phi^{M-1}+M(M-1)\langle d\,e^{-tw}\rangle^2\phi^{M-2}\right]dt .$$ The numerical check evaluates these integrals and tests the formulas for $b_1$, $b_2$ and $V$ against them; it also checks the integrals against direct simulation.

At $M=10$, $20$ and $640$, the integral gives $M$ times the bias as $-1.265$, $-1.207$ and $-1.156$ Ry, approaching $b_1=-1.155$ Ry. For the jackknife, $M(M-1)$ times the bias is $1.230$, $1.108$ and $1.000$ Ry, approaching $-b_2=0.997$ Ry.

**Q.** And at a sample size where the asymptotic formulas might be poor?

**A.** At $M=20$, the integral gives a bias of $-0.0604$ Ry, and $200\,000$ simulated blocks give $-0.0619\pm0.0009$ Ry. For the jackknife the integral gives $+0.0029$ Ry, about twenty times smaller in magnitude; the simulation gives $0.0015\pm0.0009$ Ry. Pooling all the simulated draws gives a deviation from $R$ of $-0.0013\pm0.0009$ Ry.

The standard deviation of $\hat R$ from the integral is $0.419$ Ry, so $\sqrt{V/M}=0.398$ Ry is 5% too low. The root of the averaged $v_\Delta$ is $0.398$ Ry, and that of $v_J$ is $0.432$ Ry, on the other side. In the simulation $R_J$ has a standard deviation of $0.410$ Ry, against $0.420$ Ry for $\hat R$, so at this $M$ the correction adds no noise. For very small samples, such as $M=2$ or $4$ in this trap, it does: $R_J$ then scatters more than $\hat R$.

At $M=200$ these spreads and error bars all lie between $0.126$ and $0.127$ Ry. The remaining jackknife bias, $0.00003$ Ry by the integral, is far below the simulation's resolution of $0.0009$ Ry.

**Q.** My draws come from a Metropolis walk. They are not independent.

**A.** Then the formulas do not apply to single draws. Cut the run into blocks much longer than the correlation time, and let the sums of $w$ and $a$ over each block take the place of $w_i$ and $a_i$. $M$ becomes the number of blocks, and the jackknife omits one whole block at a time. The covariances of the block sums contain the correlations within a block. The derivation then holds as far as the blocks are independent and identically distributed.

**Q.** And if the weights are not bounded?

**A.** The moments must then be examined. In the trap, $\beta<\alpha$ gives $w=e^{(\alpha-\beta)r^2}$, which grows without limit. The average $\langle w^2(E-R)^2\rangle$ contains the Gaussian $e^{-(2\beta-\alpha)r^2}$ and, unless $E$ is constant, is finite only for $\beta>\alpha/2$. For $\beta\le\alpha/2$, $V$ and $b_1$ are infinite although $R$ itself is finite; bias and variance then fall more slowly than $1/M$, and the jackknife no longer cancels the leading bias. A finite $V$ is not enough for (4): $b_2$ contains $\langle w^3(E-R)\rangle$, with the Gaussian $e^{-(3\beta-2\alpha)r^2}$, and is finite only for $\beta>2\alpha/3$. For $\alpha/2<\beta\le2\alpha/3$ the jackknife bias falls more slowly than $M^{-2}$. When $V$ is infinite, a finite sample still returns a finite $v_J$ or $v_\Delta$, but there is no finite $V/M$ for it to estimate, and a typical $v_J$ can lie far below the true variance. In this example the remedy is a sampling density that covers the tails of the target. Tails are not the only danger. If the sampled function has a node where the target has none, then at distance $x$ from the node $w\sim1/x^2$ while the sampling density is $\sim x^2$, so $\langle w^2(E-R)^2\rangle$ generally diverges like $\int x^{-2}dx$ even when the tails agree. The sampling density must therefore also stay nonzero wherever the target is.

## Values computed for the example and the checks

```
alpha, beta (bohr^-2): 1.0 2.0
mean weight mu (no unit): 0.353553
mean of a = wE (Ry): 1.325825
true ratio R (Ry): 3.750000
C_ww (no unit): 0.067450
C_aw (Ry): 0.397275
C_aa (Ry^2): 2.427977
C_dw (Ry): 0.144338
<d (w-mu)^2> (Ry): 0.038563
b1 (Ry): -1.154701
b2 (Ry): -0.996652
V with covariance (Ry^2): 3.175426
V without covariance (Ry^2): 27.011951
error-bar ratio without/with: 2.9166
Quadrature: M, M*bias (Ry), M*Var (Ry^2), M(M-1)*jack bias (Ry)
    10 -1.265296 3.921277 1.230460
    20 -1.207200 3.516048 1.108046
    40 -1.180272 3.338168 1.050231
    80 -1.167321 3.254991 1.022883
   160 -1.160970 3.214768 1.009627
   320 -1.157825 3.194989 1.003104
   640 -1.156260 3.185181 0.999869
M = 20, simulated blocks = 200000
  b1/M, quadrature bias (Ry): -0.05774 -0.06036
  simulated bias, its error (Ry): -0.06185 0.00094
  jackknife bias, quadrature (Ry): 0.002916
  jackknife bias, simulated, error (Ry): 0.00145 0.00092
  sqrt(V/M), quadrature std (Ry): 0.39846 0.41929
  simulated std of Rhat, jackknife (Ry): 0.42025 0.41034
  root mean jackknife, delta variance (Ry): 0.43204 0.39801
  pooled ratio minus R, its error (Ry): -0.00131 0.00089
M = 200, simulated blocks = 20000
  b1/M, quadrature bias (Ry): -0.00577 -0.00580
  simulated bias, its error (Ry): -0.00668 0.00089
  jackknife bias, quadrature (Ry): 0.000025
  jackknife bias, simulated, error (Ry): -0.00085 0.00089
  sqrt(V/M), quadrature std (Ry): 0.12600 0.12663
  simulated std of Rhat, jackknife (Ry): 0.12643 0.12612
  root mean jackknife, delta variance (Ry): 0.12700 0.12611
  pooled ratio minus R, its error (Ry): -0.00090 0.00089
blocks K = V M/b1^2 at M = 20: 47.6
b1/M at M = 20 (eV): -0.7855
sqrt(V/M) at M = 20 (eV): 5.4213
Four points, r^2 (bohr^2): 0.5 1.0 1.5 2.0
  weights (no unit): 0.60653 0.36788 0.22313 0.13534
  local energies (Ry): 4.50 3.00 1.50 0.00
  Rhat (Ry): 3.12686
  leave-one-out ratios (Ry): 1.98024 3.17523 3.45397 3.48024
  their mean, jackknife value (Ry): 3.02242 3.44021
  jackknife, delta error bars (Ry): 1.06254 0.75275
```
